# Conductivity from a Symmetric Collision Matrix by Projected Conjugate Gradients

For elastic scattering on a single Fermi surface, the linearized Boltzmann equation in a weak uniform field is a linear system \(Ay=b\) with a symmetric, positive semidefinite matrix \(A\). The conductivity along the field is

\[
\sigma=e^2N_F\,b\cdot A^{+}b ,
\]

where \(N_F\) is the density of states per volume for both spins and \(A^+\) is the pseudoinverse, the inverse on the space orthogonal to the null vector \(s\) of \(A\). This null vector expresses particle conservation. Conjugate gradients with \(s\) projected out approach \(\sigma\) from below, with an error quadratic in the residual. For a copper-like model with 1440 states, four steps reproduce dense diagonalization to rounding error.

## Three states by hand

Let three states have equal weight and velocities \(v=(2,-1,-1)\) in arbitrary units. Scattering at unit rate links states 1 and 2, and states 2 and 3. Let the displacement \(X_i\), a length, measure how far the field drives the occupation of state \(i\) from equilibrium. Gain and loss balance the drive when

\[
X_1-X_2=2,\qquad 2X_2-X_1-X_3=-1,\qquad X_3-X_2=-1 .
\]

In matrix form, \(LX=v\) with

\[
L=\begin{pmatrix}1&-1&0\\-1&2&-1\\0&-1&1\end{pmatrix}.
\]

Each row sums to zero, so \(L(1,1,1)^T=0\): a uniform displacement changes the particle number and does not relax. The three left sides add to zero, so a solution requires \(\sum_i v_i=0\), which holds here. A constant may be added to \(X\); we fix it by \(\sum_iX_i=0\). It does not affect the current measure \(v\cdot X\).

Conjugate gradients start from \(X=0\), with residual and search direction \(r_0=p_0=v\):

\[
r_0\cdot r_0=6,\quad Lp_0=(3,-3,0),\quad p_0\cdot Lp_0=9,\quad \alpha_0=\tfrac69=\tfrac23 .
\]

Hence \(X^{(1)}=\tfrac23(2,-1,-1)\), giving \(v\cdot X^{(1)}=4\), and \(r_1=v-\tfrac23(3,-3,0)=(0,1,-1)\). The next direction mixes in the old one with \(\beta_0=r_1^2/r_0^2=\tfrac13\):

\[
p_1=(0,1,-1)+\tfrac13(2,-1,-1)=\tfrac23(1,1,-2),\qquad Lp_1=(0,2,-2).
\]

Now \(p_1\cdot Lp_1=4\) and \(\alpha_1=\tfrac24=\tfrac12\), so

\[
X^{(2)}=\tfrac13(4,-2,-2)+\tfrac13(1,1,-2)=\tfrac13(5,-1,-4),\qquad r_2=0 .
\]

The current measure is \(v\cdot X^{(2)}=(10+1+4)/3=5\). Diagonalization gives the same. The nonzero eigenvalues are 1 and 3, with vectors \((1,0,-1)/\sqrt2\) and \((1,-2,1)/\sqrt6\), and

\[
\frac{(3/\sqrt2)^2}{1}+\frac{(3/\sqrt6)^2}{3}=\frac92+\frac12=5 .
\]

Keeping only loss, \(X_i=v_i/L_{ii}\), gives \(X=(2,-\tfrac12,-1)\) and \(v\cdot X=5.5\). It is too large because state 1 receives particles from state 2, whose displacement has the opposite sign. In the copper-like model below the same approximation is too small, so dropping the gain term gives no general bound.

Suppose a small error shifts the velocities to \(v+\delta(1,1,1)\). Ordinary conjugate gradients then fail at the third step. After two steps the search has covered the plane spanned by the shifted \(v\) and \(Lv\), which does not contain \((1,1,1)\). The third direction must satisfy \(p_2\cdot Lp=0\) for every \(p\) in that plane, and the one such direction is \((1,1,1)\). There \(p_2\cdot Lp_2=0\), and the step length divides by zero. Removing the mean of \(v\) first restores the calculation above.

## From the Boltzmann equation to a symmetric matrix

Let the electron charge be \(-e\) and the field \(E\) point along \(x\). Write \(f=f_0+g\Phi\), with \(g=-\partial f_0/\partial\varepsilon\). Since \(\hbar\dot k=-eE\), the drift term is

\[
-eEv_i\,\frac{\partial f_0}{\partial\varepsilon}=eEv_i\,g .
\]

In the collision term the products \(f_if_j\) cancel between gain and loss for equal forward and backward rates, leaving rate times \((f_j-f_i)\). For elastic scattering \(g\) is common to both states. Let \(w_i\) be the share of state \(i\) in the density of states, \(\sum_iw_i=1\), and \(W_{ij}=W_{ji}\) the rate function. Then

\[
eEv_i\,g=-g\sum_jw_jW_{ij}(\Phi_i-\Phi_j).
\]

Setting \(\Phi_i=-eEX_i\) gives

\[
\sum_jw_jW_{ij}(X_i-X_j)=v_i .
\]

At temperatures far below the Fermi energy \(\int g\,d\varepsilon=1\) can be applied at the Fermi surface, so the current density is \(J=-eN_F\sum_iw_iv_i\Phi_i=e^2EN_F\sum_iw_iv_iX_i\).

The matrix acting on \(X\) is not symmetric for unequal weights. Multiply row \(i\) by \(\sqrt{w_i}\) and put \(y_i=\sqrt{w_i}X_i\), \(b_i=\sqrt{w_i}v_i\). Then \(Ay=b\), with

\[
A_{ij}=\delta_{ij}\Gamma_i-\sqrt{w_iw_j}\,W_{ij},\qquad \Gamma_i=\sum_lw_lW_{il},
\]

and \(\sum_iw_iv_iX_i=b\cdot y\). Expanding the square and using \(W_{ij}=W_{ji}\) shows that

\[
y\cdot Ay=\sum_{ij}w_iw_jW_{ij}(X_i^2-X_iX_j)=\frac12\sum_{ij}w_iw_jW_{ij}(X_i-X_j)^2\ge0 .
\]

Equality requires equal \(X\) on all linked states. If scattering connects the whole surface, the null space is spanned by \(s_i=\sqrt{w_i}\), which has unit length. The discrete null vector survives because \(\Gamma_i\) uses the same sum as the off-diagonal elements. Disconnected pieces, or several energy shells without energy exchange, would each add a null vector that must also be removed.

Solvability requires \(s\cdot b=\sum_iw_iv_i=0\). On the full surface this follows from \(v(-k)=-v(k)\). A mesh without inversion symmetry breaks it slightly, so the removed component is a quadrature error and carries no physical current.

## The projected algorithm

Let \(Pu=u-s(s\cdot u)\). Start with \(y_0=0\), \(r_0=p_0=Pb\), and repeat

\[
\alpha_k=\frac{r_k\cdot r_k}{p_k\cdot Ap_k},\quad y_{k+1}=y_k+\alpha_kp_k,\quad r_{k+1}=P(r_k-\alpha_kAp_k),
\]
\[
\beta_k=\frac{r_{k+1}\cdot r_{k+1}}{r_k\cdot r_k},\quad p_{k+1}=r_{k+1}+\beta_kp_k .
\]

These coefficients come from minimizing \(F(y)=\tfrac12y\cdot Ay-b\cdot y\). Along \(p_k\) the minimum lies at \(\alpha_k=r_k\cdot p_k/(p_k\cdot Ap_k)\). The previous line minimum made \(r_k\cdot p_{k-1}=0\), so \(r_k\cdot p_k=r_k\cdot r_k\).

The new direction must satisfy \(p_{k+1}\cdot Ap_k=0\), so that the next step does not spoil this minimum. Hence \(\beta_k=-r_{k+1}\cdot Ap_k/(p_k\cdot Ap_k)\). Now insert \(Ap_k=(r_k-r_{k+1})/\alpha_k\). Because \(r_k=p_k-\beta_{k-1}p_{k-1}\), conjugacy gives \(r_k\cdot Ap_k=p_k\cdot Ap_k\), and therefore \(r_{k+1}\cdot r_k=r_k^2-\alpha_kp_k\cdot Ap_k=0\). The stated \(\beta_k\) follows.

Earlier directions need no further correction. For \(j<k\), \(r_j\) is a combination of \(p_j\) and \(p_{j-1}\), so \(r_{k+1}\cdot r_j=r_k\cdot r_j-\alpha_kp_k\cdot Ar_j=0\) by induction. Then \(r_{k+1}\cdot Ap_j=r_{k+1}\cdot(r_j-r_{j+1})/\alpha_j=0\).

In exact arithmetic one projection of \(b\) suffices, since \(s\cdot Ap=0\). Repeating it stops rounding errors from accumulating along \(s\). Each step costs one matrix-vector product, of order \(N^2\) operations for \(N\) states, against order \(N^3\) for full diagonalization.

## Error in the conductivity

From here \(b\) denotes the projected vector. Let \(y_*\) be the solution and \(\sigma_k=e^2N_F\,b\cdot y_k\). The residual is orthogonal to all earlier directions, hence to \(y_k\), so \(y_k\cdot Ay_k=b\cdot y_k\). Therefore

\[
(y_*-y_k)\cdot A(y_*-y_k)=b\cdot y_*-2b\cdot y_k+b\cdot y_k=b\cdot y_*-b\cdot y_k .
\]

The left side is nonnegative, so \(\sigma_k\le\sigma\). Since \(A(y_*-y_k)=r_k\),

\[
\frac{\sigma-\sigma_k}{e^2N_F}=r_k\cdot A^+r_k\le\frac{|r_k|^2}{\lambda_1},
\]

where \(\lambda_1\) is the lowest nonzero eigenvalue.

For the rate of convergence, note that \(y_*-y_k=q(A)y_*\) with a polynomial \(q\) of degree \(k\) and \(q(0)=1\). The method minimizes the error above over all such \(q\). Choosing the Chebyshev polynomial \(T_k\) scaled to the interval \([\lambda_1,\lambda_{\max}]\) bounds \(|q|\) there by \(1/T_k(z)\), with \(z=(\kappa+1)/(\kappa-1)\) and \(\kappa=\lambda_{\max}/\lambda_1\). Put

\[
\rho=\frac{\sqrt\kappa-1}{\sqrt\kappa+1},\qquad
\frac{\rho+\rho^{-1}}2=\frac{(\sqrt\kappa-1)^2+(\sqrt\kappa+1)^2}{2(\kappa-1)}=z .
\]

Then \(T_k(z)=(\rho^k+\rho^{-k})/2\ge\rho^{-k}/2\), so \(|q|\le2\rho^k\) and

\[
\sigma-\sigma_k\le4\rho^{2k}\sigma .
\]

The first iterate has a physical reading. It gives \(b\cdot y_1=(b\cdot b)^2/(b\cdot Ab)\), the best value for a displacement proportional to velocity, \(X_i=\tau v_i\), with a single adjustable time \(\tau\).

## A copper-like metal

The model is a half-filled s band on the fcc lattice with nearest-neighbour hopping \(t\):

\[
\varepsilon=-4t(c_xc_y+c_yc_z+c_zc_x),\qquad c_x=\cos(k_xa/2).
\]

We take \(a=0.361\) nm and \(t=0.75\) eV. The Fermi level lies 9.69 eV above the band bottom and 0.69 eV above the energy at the zone-face point L, so the surface has open necks there.

Phonons form one branch \(\omega=cQ\), with

\[
Q^2=\frac4{a^2}(3-c_xc_y-c_yc_z-c_zc_x)
\]

evaluated at the wave-vector transfer \(q\). This is the dispersion of scalar nearest-neighbour springs. It is periodic in the reciprocal lattice and tends to \(q^2\) at small \(q\). The phonons are held in equilibrium.

For deformation coupling \(D\), one phonon in volume \(V\) at mass density \(\rho_m\) contributes \(D^2Q^2\hbar/(2\rho_mV\omega)\) to the squared matrix element, times \(n\) for absorption or \(n+1\) for emission. In the classical limit the sum of the two is \(2k_BT/\hbar\omega\), giving \(D^2k_BT/(\rho_mc^2V)\). The golden rule with \(VN_F/2\) final states of equal spin, and a screened coupling \(D/(1+Q^2/q_s^2)\), gives

\[
W=\frac{2\pi}{\hbar}\frac{N_F}{2}\frac{D^2k_BT}{\rho_mc^2}\frac1{(1+Q^2/q_s^2)^2},\qquad q_s^2=\frac{e^2N_F}{\varepsilon_0}.
\]

With \(D=4\) eV, \(\rho_m=8900\) kg/m³, \(c=4700\) m/s and \(T=300\) K, the stiffness \(\rho_mc^2\) is 1227 eV/nm³.

The surface is cut into triangles by tetrahedra in reciprocal space, each weighted by area divided by \(|\nabla_k\varepsilon|\). This gives \(N_F=30.0\) per eV nm³, against 29.5 from counting states in the zone. A second check uses integration by parts over the periodic zone,

\[
N_F\hbar^2\langle v_x^2\rangle=2\int_{\rm occ}\frac{d^3k}{(2\pi)^3}\frac{\partial^2\varepsilon}{\partial k_x^2}.
\]

The surface side is 3.65 eV/nm and the occupied-state side 3.63 eV/nm.

The prefactor of \(W\) is

\[
\frac{2\pi}{0.6582}\times15.0\times\frac{16\times0.02585}{1227}\approx0.048\ \text{fs}^{-1}.
\]

Screening lowers the mean loss rate to 0.0356 fs⁻¹. Since \(q_s=23.3\) nm⁻¹ exceeds the largest \(Q=4/a=11.1\) nm⁻¹, \(W\) varies by no more than a factor \((1+0.226)^2\approx1.5\). The nonzero eigenvalues lie in the narrow range 0.0340 to 0.0356 fs⁻¹, so \(\kappa=1.047\).

The first step already has a relative conductivity error of \(1.04\times10^{-6}\). Its relative residual is \(1.03\times10^{-3}\). With \(\tau=b\cdot y_*/b\cdot b=28.8\) fs, the residual bound is

\[
\frac{(1.03\times10^{-3})^2}{0.0340\times28.8}\approx1.08\times10^{-6},
\]

close to the actual error. The Chebyshev bound, \(5\times10^{-4}\), is much looser. After four steps projected conjugate gradients and diagonalization agree to about \(10^{-15}\). Converting units,

\[
\sigma=1.602\times10^5\times\frac{3.649}{(0.6582)^2}\times28.8\approx3.89\times10^7\ \text{S/m},
\]

or 2.57 μΩ cm. Refining the mesh to 2220 states changes \(\sigma\) by 0.17%, and the three cubic axes differ by 0.08%. Both figures understate the mesh error. In the converged limit \(N_F=29.6\) per eV nm³, \(\tau=29.3\) fs and \(\sigma=3.93\times10^7\) S/m, or 2.55 μΩ cm, so the resistivities of the 1440-state mesh are about 1% too high. Agreement to fifteen digits therefore concerns the matrix solution, not the metal.

Keeping only loss gives 97.7% of the full conductivity. To strengthen forward scattering, set \(q_s=4\) nm⁻¹ and hold the prefactor of \(W\) fixed. On the 1440-state mesh \(\kappa\) is then 2.39, the solver needs 11 steps, and the loss-only value falls to 61%. Small-angle events count fully in \(\Gamma_i\), although they return electrons with nearly the same displacement. The conductivity of the first model is thus close to that for relaxation at the loss rate; that of the second is not.

## What happens without projection

The shifted mesh has \(|s\cdot b|/|b|=1.35\times10^{-3}\) before projection. An inversion-symmetric mesh gives \(1.9\times10^{-17}\), which confirms the origin of this component.

Without projection, \(s\cdot r_k=s\cdot b\) in exact arithmetic, so the residual has a floor. Its first conductivity estimate still looks good. The null component raises \(b\cdot b\) by the fraction \(1.8\times10^{-6}\) and leaves \(b\cdot Ab\) unchanged, so \((b\cdot b)^2/(b\cdot Ab)\) rises by \(3.6\times10^{-6}\). Subtracting the original deficit of \(1.0\times10^{-6}\) leaves the observed error of \(2.6\times10^{-6}\).

The estimate then runs away. At each step it is the maximum of \((b\cdot y)^2/(y\cdot Ay)\) over the search space. Once that space contains a good approximation to \(s\), the denominator nearly vanishes while the numerator does not. At step 4 the relative error is \(1.4\times10^3\). Projecting \(b\) once and then running the ordinary method reproduces the dense result to within the tested relative tolerance of \(10^{-10}\).

## Effects outside the matrix

**Phonon energy exchange.** Let \(x=\hbar\omega/k_BT\). The identity \(f(\varepsilon)[1-f(\varepsilon+\hbar\omega)]=(n+1)[f(\varepsilon)-f(\varepsilon+\hbar\omega)]\) integrates to \((n+1)\hbar\omega\). Absorption and emission together then weigh \(2\hbar\omega\,n(n+1)\), against \(2(k_BT)^2/\hbar\omega\) in the elastic limit. For \(X\) independent of energy, \(W\) is multiplied by

\[
x^2n(n+1)=\left[\frac{x/2}{\sinh(x/2)}\right]^2 .
\]

With phonons up to 34 meV this lowers the resistivity by 10.7%, to 2.30 μΩ cm. At 378 K it becomes 3.02 μΩ cm. These values share the 1% mesh error; converged, they are 2.27 and 2.99 μΩ cm. Letting \(X\) vary with energy would lower both values slightly. Thermal smearing of the Fermi surface, from the Sommerfeld term \(\tfrac{\pi^2}{6}(k_BT)^2\sigma''(\varepsilon)\), changes \(\sigma\) by about −0.02% when converged (−0.03% on the 1440-state mesh). The shift of the chemical potential at fixed electron number adds only about +0.002%.

**Boundaries.** Use one time \(\tau\), and let \(u=X/(v_x\tau)\). Between boundaries \(du/d\zeta=1-u\), where \(\zeta\) is distance along the normal divided by \(|v_n|\tau\). If a fraction \(m\) of \(u\) survives each boundary and their scaled spacing is \(\delta\), then \(u_0=m[1-(1-u_0)e^{-\delta}]\), so \(1-u_0=(1-m)/(1-me^{-\delta})\). The average is

\[
\bar u=1-(1-u_0)\frac{1-e^{-\delta}}\delta=1-\frac{(1-m)(1-e^{-\delta})}{\delta(1-me^{-\delta})}.
\]

Diffuse walls have \(m=0\). A grain boundary normal to the current transmits \(1-R\) and mixes in \(R\) of the opposite displacement, so \(m=1-2R\). This estimate neglects local shifts of the chemical potential and is meant for small \(R\) (for 20 nm grains in this model it puts the resistivity about 1% low at \(R=0.2\) and 5% low at \(R=0.4\)); at \(R=1\) it would wrongly leave a finite current. Averaged over the surface with weight \(w_iv_{x,i}^2\), diffuse walls normal to \(z\) and 20 nm apart multiply the resistivity by 1.29; grains of 20 nm with \(R=0.2\) multiply it by 1.59. Converged in the mesh, these factors are 1.30 and 1.60. The first factor depends strongly on the shape of the Fermi surface and on how the walls and the current lie relative to the crystal axes: with the current along [1,−1,0] it is about 1.9 for walls normal to [1,1,1] and about 2.1 for walls normal to [1,1,0]. A spherical surface with the same mean free path would give about 1.6 for any orientation.

**Comparison with copper.** Bulk copper at room temperature has a resistivity of roughly 1.7 μΩ cm and a mean free path of roughly 40 nm. The elastic model gives 2.57 μΩ cm and 26 nm on the 1440-state mesh, and 2.55 μΩ cm and 27 nm when converged. Close agreement is not expected, since \(D\) is a round value, not a fit, and the band and phonons are simplified. Narrow lines break the assumption of a uniform bulk metal, and for the dimensions above that matters more than any solver error. The two boundary factors were computed separately; a real line has a second pair of walls and both mechanisms at once. Within this estimate, a longer mean free path would increase both factors. The numerical output lists the remaining values.

## Computed values

```
lattice constant 0.361 nm, hopping 0.75 eV, coupling 4.0 eV
density 8900 kg/m^3, sound speed 4700 m/s, T 300 K
stiffness rho c^2: 1227.1 eV/nm^3; kT: 0.02585 eV
Fermi level above band bottom: 9.686 eV
Fermi level above the L point: 0.686 eV
density of states, surface: 29.974 1/(eV nm^3)
density of states, zone count: 29.512 1/(eV nm^3)
Drude weight N_F hbar^2 <vx^2>, surface: 3.649 eV/nm
Drude weight, occupied-state sum: 3.625 eV/nm
rms Fermi speed: 0.9181 nm/fs
screening wave number: 23.289 1/nm
mesh 8: number of states 1440
out-scattering rate min, mean, max: 0.03545 0.03555 0.03560 1/fs
null eigenvalue / largest: 5.4e-16
lowest nonzero, largest eigenvalue: 0.03401 0.03560 1/fs
condition number without null mode: 1.047
CG step 1: 1 - sigma_k/sigma = 1.04e-06, |r|/|b| = 1.03e-03
CG step 2: 1 - sigma_k/sigma = 7.28e-12, |r|/|b| = 2.70e-06
CG step 3: 1 - sigma_k/sigma = 1.55e-15, |r|/|b| = 4.97e-08
CG step 4: 1 - sigma_k/sigma = -1.11e-15, |r|/|b| = 5.38e-10
CG steps to relative residual 1e-8: 4
conductivity, projected CG: 3.88682715e+07 S/m
conductivity, dense diagonalization: 3.88682715e+07 S/m
relative difference CG - dense: 1.1e-15
resistivity: 2.5728 microohm cm
out-scattering approximation / full conductivity: 0.9773
effective relaxation time: 28.80 fs; mean free path: 26.44 nm
null component |s.b|/|b|, shifted mesh: 1.35e-03
null component |s.b|/|b|, symmetric mesh: 1.9e-17
unprojected CG, best relative error: 2.6e-06 at step 1
unprojected CG, relative error 1.4e+03 at step 4
forward case, screening 4.0 1/nm: condition number 2.39
forward case: CG steps 11, out-scattering/full 0.6099
spread of conductivity over cubic axes: 0.078 %
mesh 10: states 2220, conductivity change 0.171 %
largest phonon energy: 34.28 meV
phonon energy exchange changes resistivity by -10.72 %
thermal smearing changes conductivity by -0.030 %
resistivity with energy exchange, 300 K: 2.2969 microohm cm
resistivity with energy exchange, 378 K: 3.0170 microohm cm
diffuse walls 20 nm apart: resistivity times 1.294
grains 20 nm, reflection 0.2: resistivity times 1.591
```
